\section*{Step stiffness when kinks are limited to height one}

\section{Problem}

A surface step one layer high runs, on average, along a close-packed direction of a crystal face with a square surface cell of side $a$. Let $x$ be the coordinate along this direction and $y$ the displacement of the step edge across it. The edge is divided into columns of width $a$. Between one column and the next it jumps by $n$ cells, that is by $na$, and the jump costs the energy $|n|\varepsilon$. Jumps in different columns are independent, the edge is a single-valued function $y(x)$ (no overhangs), and the step is in thermal equilibrium at temperature $T$. Each column of straight edge also costs $\varepsilon$, as it does when all bonds between neighbouring cells are equal.

Let $\beta(\theta)$ be the step free energy per true length at angle $\theta$ to the close-packed direction. The stiffness at $\theta=0$ is
\begin{equation}
\tilde\beta=\beta(0)+\beta''(0).
\end{equation}
Two models are compared at the same $\varepsilon$, $T$ and $a$. In the first, $n$ may be any integer. In the second, the kink height is zero or one, so $n=0,+1,-1$; both signs are needed if the step is to follow the close-packed direction on average. Quantities of the two models carry the subscripts $\infty$ and $1$.

\begin{enumerate}
\item By what fraction does the restriction change $\tilde\beta$ when $\varepsilon=3kT$?
\item How much does it change the step free energy $\beta(0)$?
\item What follows for the thermal wandering of a pinned step segment?
\end{enumerate}

For numbers, take $T=900$ K, $a=0.40$ nm, a segment 400 nm long pinned at both ends, and terraces 40 nm wide. Then $kT=0.0776$ eV, $\varepsilon=0.233$ eV, and
\begin{equation}
z\equiv e^{-\varepsilon/kT}=e^{-3}=0.0498 .
\end{equation}

\section{First estimate by scaling}

A segment of projected length $L$ tilted by a small angle $\theta$ has true length $L/\cos\theta$. Since $\beta'(0)=0$ by symmetry, its free energy is
\begin{equation}
\frac{L\,\beta(\theta)}{\cos\theta}\simeq L\Big(\beta+\tfrac12\beta''\theta^2\Big)\Big(1+\tfrac12\theta^2\Big)
\simeq L\beta+\tfrac12L\tilde\beta\,\theta^2 .
\end{equation}
If one end is displaced by $Y=L\theta$ relative to the other, the extra free energy is $\tilde\beta Y^2/(2L)$. The Boltzmann factor $\exp[-\tilde\beta Y^2/(2LkT)]$ is a Gaussian of variance $kTL/\tilde\beta$.

The same displacement is a sum of $N=L/a$ independent jumps, with variance $Na^2\langle n^2\rangle$. Equating the two variances gives
\begin{equation}
\tilde\beta=\frac{kT}{a\langle n^2\rangle}.
\label{eq:walk}
\end{equation}
A step that jumps a lot is soft.

When kinks are rare, single kinks of both signs contribute $2z$ to $\langle n^2\rangle$. Double kinks have weight $2z^2$, but each counts $2^2=4$ times, so they contribute $8z^2$. Leaving them out lowers $\langle n^2\rangle$ by the fraction $8z^2/2z=4z$ and raises the stiffness by about the same fraction:
\begin{equation}
\frac{\tilde\beta_1}{\tilde\beta_\infty}-1\approx4z=0.199 .
\label{eq:estimate}
\end{equation}
Double kinks are rarer than single ones by the factor $z$, or 5 percent, yet the estimated change is 20 percent because the stiffness depends on the square of the jump.

\section{Exact solution}

\subsection{Stiffness from the free energy}

Equation (\ref{eq:walk}) was obtained by matching variances. It also follows from the definition of $\tilde\beta$. Let $W_N(M)$ be the sum of the kink Boltzmann factors over all $N$-column steps with total displacement $M=sN$ cells, where $s=\tan\theta$ is the slope. Because the columns are independent,
\begin{equation}
\sum_M W_N(M)e^{hM}=\Big[\sum_n e^{-|n|\varepsilon/kT+hn}\Big]^N\equiv e^{NG(h)} .
\end{equation}
For large $N$ write $W_N(sN)\sim e^{-Ng(s)}$. The largest term dominates the sum over $M$, so $G(h)=\max_s[hs-g(s)]$. As $g$ is convex, this Legendre transform can be inverted: $g(s)=\max_h[hs-G(h)]$. Adding the cost of the straight edge, the free energy per projected length is
\begin{equation}
f(s)=\frac{kT}{a}\Big\{\frac{\varepsilon}{kT}+\max_h\,[hs-G(h)]\Big\}.
\label{eq:f}
\end{equation}
At the maximum $s=G'(h)$. Differentiating with respect to $s$, the terms containing $dh/ds$ cancel:
\begin{equation}
f'(s)=\frac{kT}{a}\Big[h+\frac{dh}{ds}\big(s-G'(h)\big)\Big]=\frac{kT}{a}h,
\qquad
f''(s)=\frac{kT}{a}\frac{dh}{ds}=\frac{kT}{a\,G''(h)} .
\end{equation}

The free energy per true length is $\beta(\theta)=\cos\theta\,f(\tan\theta)$. With $d(\tan\theta)/d\theta=1/\cos^2\theta$,
\begin{align}
\beta'&=-\sin\theta\,f+\frac{f'}{\cos\theta},\\
\beta''&=-\cos\theta\,f-\frac{\sin\theta}{\cos^2\theta}f'+\frac{\sin\theta}{\cos^2\theta}f'+\frac{f''}{\cos^3\theta}
=-\beta+\frac{f''}{\cos^3\theta}.
\end{align}
Hence $\tilde\beta=f''(0)$ at $\theta=0$. There $h=0$ by symmetry, and $G''(0)=\langle n^2\rangle-\langle n\rangle^2=\langle n^2\rangle$, which gives (\ref{eq:walk}). The constant $\varepsilon/kT$ in (\ref{eq:f}) has dropped out, so the stiffness does not depend on the cost assumed for the straight edge.

\subsection{The two column sums}

For unrestricted jumps the sum of weights is
\begin{equation}
Z_\infty=1+2\sum_{n\ge1}z^n=1+\frac{2z}{1-z}=\frac{1+z}{1-z}.
\end{equation}
Each application of $z\,d/dz$ brings down one factor $n$:
\begin{equation}
\sum_{n\ge1}nz^n=\frac{z}{(1-z)^2},\qquad
\sum_{n\ge1}n^2z^n=z\,\frac{(1-z)^2+2z(1-z)}{(1-z)^4}=\frac{z(1+z)}{(1-z)^3}.
\end{equation}
Therefore
\begin{equation}
\langle n^2\rangle_\infty=\frac{2z(1+z)}{(1-z)^3}\,\frac{1-z}{1+z}=\frac{2z}{(1-z)^2}.
\end{equation}
With the restriction, $Z_1=1+2z$ and $\langle n^2\rangle_1=2z/(1+2z)$. The stiffnesses are
\begin{equation}
\tilde\beta_\infty=\frac{kT}{a}\frac{(1-z)^2}{2z},\qquad
\tilde\beta_1=\frac{kT}{a}\frac{1+2z}{2z},
\end{equation}
and their ratio is
\begin{equation}
\frac{\tilde\beta_1}{\tilde\beta_\infty}=\frac{1+2z}{(1-z)^2}.
\label{eq:ratio}
\end{equation}

At $\varepsilon=3kT$ the mean squares are $0.1103$ and $0.0906$, and the ratio is $1.0996/0.9029=1.218$. The restriction raises the stiffness by 21.8 percent relative to the unrestricted model. With $kT/a=0.194$ eV/nm,
\begin{align}
\tilde\beta_\infty&=9.07\,kT/a=1.76\ \text{eV/nm}\quad(282\ \text{pJ/m}),\\
\tilde\beta_1&=11.04\,kT/a=2.14\ \text{eV/nm}\quad(343\ \text{pJ/m}).
\end{align}
Evaluating $\beta+\beta''$ directly, with the maximum in (\ref{eq:f}) found numerically and $\beta''$ taken by finite differences in angle, gives $9.067$ and $11.042\,kT/a$, within 0.01 percent of the formulas.

\subsection{Step free energy}

At $s=0$ the maximum in (\ref{eq:f}) lies at $h=0$, so $\beta(0)=[\varepsilon-kT\ln Z]/a$. The two models differ by
\begin{equation}
\beta_1-\beta_\infty=\frac{kT}{a}\ln\frac{Z_\infty}{Z_1}
=\frac{kT}{a}\ln\frac{1+z}{1+z-2z^2}\simeq\frac{kT}{a}\,2z^2 ,
\end{equation}
where $(1-z)(1+2z)=1+z-2z^2$ was used. The values are $0.5623$ eV/nm unrestricted and $0.5633$ eV/nm restricted, a rise of 0.16 percent. Double kinks enter the free energy with their bare weight $2z^2$, whereas in the stiffness they are multiplied by four and compared with the small quantity $2z$. A model can thus give a good step free energy and a poor stiffness.

\subsection{Wandering of a pinned segment}

If the midpoint of a segment pinned at both ends moves by $Y$, each half, of length $L/2$, costs $\tilde\beta Y^2/[2(L/2)]=\tilde\beta Y^2/L$. The total is $2\tilde\beta Y^2/L$, and the Gaussian Boltzmann factor has variance
\begin{equation}
\langle Y^2\rangle=\frac{kTL}{4\tilde\beta}=\frac{Na^2\langle n^2\rangle}{4}.
\end{equation}
For $N=1000$ the unrestricted model gives $1000\times0.16\times0.1103/4=4.41$ nm$^2$, an rms excursion of $2.10$ nm. The restricted model gives $1.90$ nm. The restriction makes the step too quiet by 9.4 percent in rms excursion, since the rms varies as $\tilde\beta^{-1/2}$. Propagating the position distribution column by column, without the quadratic form of the free energy, gives $2.09$ and $1.90$ nm.

\section{Comparison of estimate and solution}

Expanding (\ref{eq:ratio}) with $(1-z)^{-2}=\sum_m(m+1)z^m$, the coefficient of $z^m$ for $m\ge1$ is $(m+1)+2m=3m+1$, so
\begin{equation}
\frac{\tilde\beta_1}{\tilde\beta_\infty}-1=\frac{z(4-z)}{(1-z)^2}=4z+7z^2+10z^3+\dots
\end{equation}
The scaling estimate (\ref{eq:estimate}) is the first term. At $\varepsilon=3kT$ the first three terms are $19.91$, $1.74$ and $0.12$ percent, which together give the 21.8 percent found above. The estimate falls short by about two percentage points. Kinks of height three and more, which it leaves out, add about 2.4 points; the different normalization of the two models, also left out, takes back about 0.6.

The separate stiffnesses show how the difference arises:
\begin{equation}
\frac{a\tilde\beta_\infty}{kT}=\frac1{2z}-1+\frac z2,\qquad
\frac{a\tilde\beta_1}{kT}=\frac1{2z}+1 .
\end{equation}
Counting single kinks alone, without normalization, gives $1/(2z)=10.04$, which lies between the two results. The models differ by $2-z/2$ in units of $kT/a$. For small $z$ this difference is nearly constant, while the stiffness itself grows as $1/(2z)$, so the relative error fades at low temperature.

In the opposite limit, $z\to1$, the unrestricted stiffness vanishes while the restricted one tends to $\tfrac32kT/a$. The ratio then diverges, and the restricted model is useless as an approximation to the other. This limit is formal. With the edge cost $\varepsilon$ per column, $\beta_\infty(0)$ vanishes when $1/z=(1+z)/(1-z)$, that is at $z=\sqrt2-1=0.414$ or $\varepsilon=0.881kT$, and for larger $z$ it is negative, so no stable step remains. Near that point overhangs and terrace clusters cannot be neglected, and neither column model applies. Between the limits the error depends strongly on temperature: with $\varepsilon$ held at its 900 K value $3kT=0.2327$ eV, it is 14.5 percent at 800 K and 30.4 percent at 1000 K.

Admitting $|n|=2$ as well removes most of the error. The largest omitted contribution to $\langle n^2\rangle$ is then $2\cdot9z^3$, which is a fraction $9z^2\approx2.2$ percent of the leading $2z$. The full sums give 2.0 percent.

\section{Where the model stops}

\paragraph{Overhangs and terrace clusters.} These can be included by letting every cell belong to either the upper or the lower terrace, with energy $\varepsilon$ for each pair of unlike neighbours. One boundary is forced to run along a cylinder nine cells in circumference. The eigenvalues $\lambda(q)$ of the transfer matrix along the cylinder, $q$ being the wave number around it, give $\langle n^2\rangle=-d^2\ln\lambda/dq^2$ at $q=0$. For independent columns this is the earlier result, because $\lambda(q)$ is then proportional to $\sum_nz^{|n|}e^{iqn}$. At $\varepsilon=3kT$ the stiffness comes out 0.055 percent below $\tilde\beta_\infty$. Here, forbidding overhangs matters far less than forbidding double kinks. The correction grows quickly as $\varepsilon/kT$ falls: the exact solution of this lattice lies 1.4 percent below $\tilde\beta_\infty$ at $\varepsilon=2kT$ and 58 percent below at $\varepsilon=kT$, and its stiffness vanishes at $\varepsilon=0.881kT$, where $\tilde\beta_\infty$ is still $0.41\,kT/a$.

\paragraph{Corner energy.} Suppose every kink, whatever its height, costs an additional $kT$. All weights with $n\ne0$ are then multiplied by $e^{-1}$ in both models. The ratio of double to single kinks is unchanged, and the stiffness excess becomes 22.1 percent. An additional cost that depends on the kink height would change that ratio and could move the result much further.

\paragraph{Driving force.} During growth each cell added to the crystal lowers the free energy by $\Delta\mu$. The small-slope free energy of the pinned segment is
\begin{equation}
F=\int_0^L\Big[\frac{\tilde\beta}{2}\Big(\frac{dy}{dx}\Big)^2-\frac{\Delta\mu}{a^2}\,y\Big]dx .
\end{equation}
Setting its first variation to zero gives $\tilde\beta\,y''=-\Delta\mu/a^2$. With $y(0)=y(L)=0$ the solution is $y=\Delta\mu\,x(L-x)/(2a^2\tilde\beta)$, and the midpoint bows out by
\begin{equation}
y(L/2)=\frac{\Delta\mu L^2}{8a^2\tilde\beta}.
\end{equation}
In the unrestricted model this equals the rms excursion of $2.10$ nm when $\Delta\mu=3.8\times10^{-4}\,kT$, or about $30\ \mu$eV per cell. Propagating the distribution with this driving force gives a mean bow of $2.10$ nm. The variance formula describes the spread about the mean shape, so the bow must be subtracted or $\Delta\mu$ kept well below this value. Both the bow and the variance formula require the tilt field at the pinned ends, $h=\Delta\mu N/(2kT)$, to be small compared with one; here it is $0.19$. At ten times this drive the unrestricted model bows by 33 nm instead of 21 nm, and the spread is $3.2$ nm. Above $\Delta\mu\approx2\varepsilon/N=6\times10^{-3}\,kT$, about $0.47$ meV per cell, advancing the whole segment gains more than the two end kinks cost, and the unrestricted pinned step has no equilibrium. The formulas therefore apply only close to equilibrium. The same equation gives the curvature of any step held at rest against the driving force: where it runs along the close-packed direction, its radius of curvature is $1/|y''|=a^2\tilde\beta/\Delta\mu$. At given $\Delta\mu$ the restricted model makes this radius 22 percent too large.

\paragraph{The real case.} The temperature and cell size are rough values for metal-organic vapour phase epitaxy of arsenides on a (001) face. The kink energy is set by the problem and is not a measured value. On such a face the two step directions are not equivalent, and each needs its own $\varepsilon$. Surface reconstruction can also make the smallest kink several cells deep. If it is two cells deep at the same energy and kink sites stay a distance $a$ apart, each jump is twice as long, the variance is four times larger, and $\tilde\beta_\infty$ falls from $1.76$ to $0.44$ eV/nm. If the kink sites are also $2a$ apart along the step, there are half as many columns and it falls only to $0.88$ eV/nm. The ratio (\ref{eq:ratio}) is unchanged in either case. This moves the absolute stiffness much more than the choice between the two kink models. The rms excursion is 5 percent of the 40 nm terrace width, so contact between neighbouring steps should be rare for this segment length. Elastic repulsion between steps and kink populations far from equilibrium are not included, and their effect is not estimated here. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
temperature: 900 K
thermal energy kT: 0.07756 eV
cell side a: 0.40 nm
kink energy: 0.2327 eV
z = exp(-eps/kT): 0.049787
column sum Z, all heights: 1.104791
column sum Z, restricted: 1.099574
probability |n|=1, all heights: 0.09013
probability |n|=2, all heights: 0.00449
mean n^2, all heights: 0.110282
mean n^2, restricted: 0.090557
reduced stiffness, all heights: 9.0677 kT/a
reduced stiffness, restricted: 11.0428 kT/a
same from angular definition, all: 9.0669 kT/a
same from angular definition, restr.: 11.0421 kT/a
stiffness ratio: 1.21782
stiffness excess of restricted model: 21.78 percent
series terms 4z, 7z^2, 10z^3: 0.19915, 0.01735, 0.00123
excess left if |n|=2 is also allowed: 2.01 percent
stiffness, all heights: 1.7581 eV/nm
stiffness, restricted: 2.1411 eV/nm
stiffness, all heights: 281.7 pJ/m
stiffness, restricted: 343.0 pJ/m
step free energy, all heights: 0.56235 eV/nm
step free energy, restricted: 0.56327 eV/nm
free energy excess, restricted: 0.163 percent
pinned segment length: 400 nm (1000 columns)
rms midpoint, all heights: 2.100 nm
rms midpoint, restricted: 1.903 nm
rms by propagation, all heights: 2.094 nm
rms by propagation, restricted: 1.899 nm
rms change by restriction: -9.38 percent
stiffness change, overhangs+clusters: -0.055 percent
excess with 1 kT corner energy: 22.13 percent
excess at 800 K, same kink energy: 14.5 percent
excess at 1000 K, same kink energy: 30.4 percent
stiffness, kink unit two cells deep: 0.4395 eV/nm
terrace width: 40 nm
rms midpoint / terrace width: 5.25 percent
drive where bow equals rms: 3.809e-04 kT per cell
same drive: 29.5 micro-eV per cell
bow by propagation at that drive: 2.096 nm
\end{verbatim}
